**Cabrera–Mott growth at fixed potential drop: solution, slope and limits**

The program treats $dX/dt=u_0\exp(X_1/X)$, whose solution from zero thickness is $u_0t=X\,E_2(X_1/X)$. Here $X$ is the oxide thickness, $X_1=zeaV/kT$ the field length, $u_0$ the zero-field rate and $E_2$ an exponential integral. It asserts that the solution agrees with direct quadrature and with numerical integration of the growth equation in time. It also asserts the local slope $-s/X_1$ of $1/X$ against $\ln t$, with $s=ye^yE_2(y)$ and $y=X_1/X$, together with the bounds on $s$. Further assertions cover the cosine barrier in a field, the limiting thickness and its temperature limit, the low-field parabola, the space-charge correction and an estimate of the tunnelling conductance. For rough aluminium-like parameters at 300 K, the output gives $X_1=27.85$ nm and a limiting thickness of 2.54 nm. A straight-line fit from one hour to 30 days overestimates $X_1$ by 18%. The output also shows that tunnelling may fail to hold the potential drop fixed beyond 2.0 to 3.6 nm, depending on the assumed electron mass.

## Numerical verification

```python
# Cabrera-Mott growth of a thin oxide at fixed potential drop V.
# Result under test: dX/dt = u0*exp(X1/X) has the solution
#   u0*t = X*E2(X1/X),  X1 = z*e*a*V/(kT),  u0 = Ns*Omega*nu*exp(-W/kT),
# which for X << X1 becomes an inverse logarithmic law with local slope
#   d(1/X)/d(ln t) = -s/X1,  s = y*exp(y)*E2(y),  y = X1/X.
# X: thickness, a: well-to-top distance, W: injection barrier, z: ion charge
# number, Ns: sites per area, Omega: oxide volume per cation, nu: attempts.
# Units inside: nm, eV, V, s, K; currents in A/nm^2 unless converted.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expn, lambertw

e = const.e
kB = const.k / e
charge, a, V, W, T = 3, 0.15, 1.6, 1.35, 300.0
sites, volume, nu = 10.0, 0.025, 1e13
layer, wait = 0.3, 1e5
kT = kB * T
work = charge * a * V                 # eV nm; barrier lowering is work/X
X1 = work / kT
attempt = sites * volume * nu         # nm/s, rate without any barrier
u0 = attempt * np.exp(-W / kT)
u_min = layer / wait


def rate(X):
    return attempt * np.exp(-(W - work / X) / kT)


def time_to(X):
    return X * expn(2, X1 / X) / u0


def thickness(t):
    return brentq(lambda X: np.log(time_to(X) / t), 0.3, 50.0, xtol=1e-13)


def slope_factor(y):
    return y * np.exp(y) * expn(2, y)


# --- Barrier of a cosine potential in a field, found by direct search
def barrier_search(lowering):
    def U(x):
        return W / 2 * (1 - np.cos(np.pi * x / a)) - lowering * x / a
    opts = {"xatol": 1e-11}
    low = minimize_scalar(U, bounds=(-a / 2, a / 2), method="bounded",
                          options=opts)
    top = minimize_scalar(lambda x: -U(x), bounds=(a / 2, 3 * a / 2),
                          method="bounded", options=opts)
    return -top.fun - low.fun


def barrier_cosine(lowering):
    f = 2 * lowering / (np.pi * W)
    return W * (np.sqrt(1 - f * f) - f * np.arccos(f))


for lowering in (0.1, 0.3, 0.7, 1.2):
    assert abs(barrier_search(lowering) - barrier_cosine(lowering)) < 1e-8
d = 1e-3
first_order = (barrier_search(d) - barrier_search(-d)) / (2 * d)
assert abs(first_order + 1) < 1e-5
second = barrier_search(0.05) - (W - 0.05)
assert abs(second / (2 * 0.05**2 / (np.pi**2 * W)) - 1) < 0.01

# --- Integral, bounds and asymptotic limit
for X in (1.0, 2.5, 10.0, 40.0):
    direct = quad(lambda x: np.exp(X1 / X - X1 / x), 0, X,
                  epsabs=0, epsrel=1e-10)[0]
    assert abs(direct / (X * np.exp(X1 / X) * expn(2, X1 / X)) - 1) < 1e-8
for y in (0.1, 1.0, 5.0, 11.0, 40.0):
    h = quad(lambda r: np.exp(-y * r) / (1 + r)**2, 0, np.inf)[0]
    assert 1 / (y + 2) < h < 1 / (y + 1)
    assert abs(h * y / slope_factor(y) - 1) < 1e-6
big = mp.mpf(10000)
log_ratio = -mp.log(mp.expint(2, big) / big) / big
assert abs(log_ratio - 1) < 0.003


# --- Growth equation integrated in time (variable ln t)
def grow(law, X_start, times, t_start=1e-14):
    sol = solve_ivp(lambda s, X: np.exp(s) * law(X),
                    (np.log(t_start), np.log(times[-1]) + 1e-9), [X_start],
                    method="DOP853", rtol=1e-10, atol=1e-12,
                    t_eval=np.log(times))
    assert sol.success
    return sol.y[0]


day = 86400.0
year = 365 * day
times = np.array([1.0, 3600.0, day, 30 * day, year])
X_ode = grow(rate, 0.6, times)
X_exact = np.array([thickness(t) for t in times])
assert np.max(np.abs(X_ode / X_exact - 1)) < 1e-6
X_late = grow(rate, 1.2, times)
assert abs(X_late[2] - X_ode[2]) < 1e-5

# --- Limiting thickness and its temperature limit
XL = work / (W - kT * np.log(attempt / u_min))
assert abs(brentq(lambda X: np.log(rate(X) / u_min), 0.6, 20) / XL - 1) < 1e-9
Tc = W / (kB * np.log(attempt / u_min))
Tc_root = brentq(lambda q: np.log(attempt / u_min) - W / (kB * q), 200, 900)
assert abs(Tc_root / Tc - 1) < 1e-9
yL, tL = X1 / XL, time_to(XL)
sL = slope_factor(yL)
extra = thickness(tL + wait) - XL
assert 0 < extra < layer

# --- Local slope and straight-line fit
d = 1e-3
slope = (1 / thickness(tL * np.exp(d)) - 1 / thickness(tL * np.exp(-d))) / (2*d)
assert abs(-slope * X1 / sL - 1) < 1e-5
fit_t = np.geomspace(3600.0, 30 * day, 40)
fit_X = grow(rate, 0.6, fit_t)
X1_fit = -1 / np.polyfit(np.log(fit_t), 1 / fit_X, 1)[0]
assert X1 * (1 + fit_X[0] / X1) < X1_fit < X1 * (1 + 2 * fit_X[-1] / X1)

# --- Approximate laws
tau = u0 * times / X1
y_lambert = 2 * lambertw(1 / (2 * np.sqrt(tau))).real
gap = y_lambert - X1 / X_ode
assert np.all(gap > 0) and np.all(gap < np.log(1 + 2 * X_ode / X1))
X_lambert = X1 / y_lambert
X_frozen = X1 / np.log(XL**2 / (X1 * u0 * times))
X_tangent = 1 / (1 / XL - sL / X1 * np.log(times / tL))
assert abs(X_tangent[2] / X_ode[2] - 1) < 0.002
naive = X1 / np.log(X1 / (u0 * tL))

# --- Low-field contrast: symmetric hopping gives a parabola
end = 200.0
hop_time = quad(lambda v: 1 / (2 * np.sinh(1 / v)), 0.01, end, limit=200)[0]
assert abs(hop_time / (end**2 / 4) - 1) < 1e-3

# --- Neglected: curvature of the barrier
X_cos = grow(lambda X: attempt * np.exp(-barrier_cosine(work / X) / kT),
             0.6, times)
curvature = barrier_cosine(work / XL) - (W - work / XL)
assert X_cos[2] < X_ode[2]

# --- Neglected: space charge of ions in transit, hop barrier U_hop
U_hop, eps_r = 1.0, 9.0
flux = rate(XL) / volume
speed = 2 * a * nu * np.exp(-(U_hop - work / XL) / kT)
density = flux / speed
source = charge * density * e / (const.epsilon_0 * eps_r) * 1e9   # V/nm^2
field_loss = source * XL / 2
n = 200
step = XL / n
A = (np.diag(-2 * np.ones(n - 1)) + np.diag(np.ones(n - 2), 1)
     + np.diag(np.ones(n - 2), -1))
strong = 1000 * source                # enlarged so that the test is sharp
rhs = -strong * step**2 * np.ones(n - 1)
rhs[0] -= V
phi = np.concatenate(([V], np.linalg.solve(A, rhs), [0.0]))
E_metal = -(-3 * phi[0] + 4 * phi[1] - phi[2]) / (2 * step)
assert abs((V / XL - E_metal) / (1000 * field_loss) - 1) < 1e-6

# --- Neglected: voltage needed to tunnel the electrons through the film
phi_metal = 2.0
gx, gw = np.polynomial.legendre.leggauss(20)
kx, kw = np.polynomial.legendre.leggauss(80)


def decay_sq(mass):
    return 2 * mass * const.m_e * e / const.hbar**2 * 1e-18


def conductance(X, mass):             # S/nm^2, trapezoidal barrier
    bar = phi_metal + V * (gx + 1) / 2
    kappa = np.sqrt(decay_sq(mass) * (phi_metal + V / 2))
    kmax = 8 * np.sqrt(kappa / X)
    k = kmax * (kx + 1) / 2
    action = X * np.sqrt(decay_sq(mass) * bar[None, :] + k[:, None]**2) @ gw
    integral = np.sum(kw * k * np.exp(-action)) * kmax / 2
    return 2 * e**2 / const.h * integral / (2 * np.pi)


def drive(X, mass):
    return charge * e * rate(X) / volume / conductance(X, mass)


kap = np.sqrt(decay_sq(0.4) * (phi_metal + V / 2))
simple = e**2 / const.h * kap / (2 * np.pi * XL) * np.exp(-2 * kap * XL)
assert abs(conductance(XL, 0.4) / simple - 1) < 0.25   # mean-barrier estimate
X_tun = [brentq(lambda X: np.log(drive(X, m) / kT), 1.7, 8) for m in (0.4, 1.0)]

T_hot = 320.0
XL_hot = work / (W - kB * T_hot * np.log(attempt / u_min))

print(f"Ion charge number: {charge}")
print(f"Well-to-top distance a: {a:.2f} nm")
print(f"Potential drop V: {V:.2f} V")
print(f"Injection barrier W: {W:.2f} eV")
print(f"Temperature: {T:.0f} K, kT = {kT:.5f} eV")
print(f"Site density: {sites:.0f} per nm^2")
print(f"Oxide volume per cation: {volume:.3f} nm^3")
print(f"Attempt frequency: {nu:.1e} 1/s")
print(f"Negligible rate: {layer} nm in {wait:.0e} s = {u_min:.1e} nm/s")
print(f"Product z*a*V: {work:.3f} eV nm")
print(f"Barrier-free rate: {attempt:.2e} nm/s")
print(f"Log of barrier-free over negligible rate: {np.log(attempt/u_min):.2f}")
print(f"Zero-field rate u0: {u0:.3e} nm/s")
print(f"Field length X1: {X1:.2f} nm")
print(f"Linear barrier vanishes at: {work/W:.3f} nm")
print(f"Limiting thickness XL: {XL:.3f} nm")
print(f"y = X1/XL: {yL:.2f}")
print(f"Field at XL: {10*V/XL:.2f} MV/cm")
print(f"Barrier lowering at XL: {work/XL:.3f} eV")
print(f"Ion current at XL: {charge*e*flux*1e14:.2e} A/cm2")
print(f"Time to reach XL: {tL:.3e} s")
print(f"Further growth in {wait:.0e} s: {extra:.3f} nm")
print(f"No finite XL above: {Tc:.0f} K")
print(f"Slope factor s at XL: {sL:.4f}")
print(f"Bounds on s: {yL/(yL+2):.4f} to {yL/(yL+1):.4f}")
print(f"X1 from line fit, 1 h to 30 days: {X1_fit:.2f} nm")
print(f"Fitted over true X1: {X1_fit/X1:.3f}")
print(f"Bare X1/ln(X1/(u0 t)) at time of XL: {naive:.3f} nm")
print(f"ln(1/tau)/y at y = 10000: {float(log_ratio):.4f}")
print("Thickness in nm: exact, Lambert, frozen, tangent")
names = ("1 s", "1 h", "1 day", "30 days", "1 year")
for i, name in enumerate(names):
    print(f"  {name}: {X_exact[i]:.3f}, {X_lambert[i]:.3f}, "
          f"{X_frozen[i]:.3f}, {X_tangent[i]:.3f}")
print(f"1-day change, start 1.2 not 0.6 nm: {X_late[2]-X_ode[2]:.1e} nm")
print(f"Curvature term at XL: {curvature:.4f} eV")
print(f"Rate factor from curvature at XL: {np.exp(-curvature/kT):.3f}")
print(f"1-day thickness, cosine barrier: {X_cos[2]:.3f} nm")
print(f"Reverse/forward jump ratio at XL: {np.exp(-2*yL):.1e}")
print(f"Assumed hop barrier: {U_hop:.2f} eV, permittivity: {eps_r:.0f}")
print(f"Ion density in transit: {density*1e21:.2e} per cm3")
print(f"Relative field loss at metal: {field_loss*XL/V:.1e}")
print(f"Exponent change by space charge: {yL*field_loss*XL/V:.1e}")
print(f"Field exceeds rough 10 MV/cm below: {10*V/10:.2f} nm")
print(f"XL at {T_hot:.0f} K: {XL_hot:.3f} nm")
print(f"Assumed electron barrier at metal: {phi_metal:.1f} eV")
print(f"Tunnel drive at XL, mass 0.4: {drive(XL, 0.4):.1e} V")
print(f"Tunnel drive at XL, mass 1.0 (linear): {drive(XL, 1.0):.1e} V")
print(f"Drive reaches kT/e, mass 0.4: {X_tun[0]:.2f} nm")
print(f"Drive reaches kT/e, mass 1.0: {X_tun[1]:.2f} nm")
print("verified")
```

Running it gives:

```
Ion charge number: 3
Well-to-top distance a: 0.15 nm
Potential drop V: 1.60 V
Injection barrier W: 1.35 eV
Temperature: 300 K, kT = 0.02585 eV
Site density: 10 per nm^2
Oxide volume per cation: 0.025 nm^3
Attempt frequency: 1.0e+13 1/s
Negligible rate: 0.3 nm in 1e+05 s = 3.0e-06 nm/s
Product z*a*V: 0.720 eV nm
Barrier-free rate: 2.50e+12 nm/s
Log of barrier-free over negligible rate: 41.26
Zero-field rate u0: 5.235e-11 nm/s
Field length X1: 27.85 nm
Linear barrier vanishes at: 0.533 nm
Limiting thickness XL: 2.542 nm
y = X1/XL: 10.96
Field at XL: 6.29 MV/cm
Barrier lowering at XL: 0.283 eV
Ion current at XL: 5.77e-09 A/cm2
Time to reach XL: 6.610e+04 s
Further growth in 1e+05 s: 0.196 nm
No finite XL above: 380 K
Slope factor s at XL: 0.8547
Bounds on s: 0.8456 to 0.9164
X1 from line fit, 1 h to 30 days: 32.77 nm
Fitted over true X1: 1.177
Bare X1/ln(X1/(u0 t)) at time of XL: 1.752 nm
ln(1/tau)/y at y = 10000: 1.0018
Thickness in nm: exact, Lambert, frozen, tangent
  1 s: 1.337, 1.331, 1.254, 1.362
  1 h: 2.066, 2.049, 1.986, 2.072
  1 day: 2.596, 2.564, 2.568, 2.596
  30 days: 3.529, 3.456, 3.741, 3.561
  1 year: 4.709, 4.556, 5.632, 4.899
1-day change, start 1.2 not 0.6 nm: 1.8e-07 nm
Curvature term at XL: 0.0121 eV
Rate factor from curvature at XL: 0.627
1-day thickness, cosine barrier: 2.482 nm
Reverse/forward jump ratio at XL: 3.0e-10
Assumed hop barrier: 1.00 eV, permittivity: 9
Ion density in transit: 4.40e+16 per cm3
Relative field loss at metal: 5.4e-04
Exponent change by space charge: 5.9e-03
Field exceeds rough 10 MV/cm below: 1.60 nm
XL at 320 K: 3.394 nm
Assumed electron barrier at metal: 2.0 eV
Tunnel drive at XL, mass 0.4: 3.6e-06 V
Tunnel drive at XL, mass 1.0 (linear): 2.0e+01 V
Drive reaches kT/e, mass 0.4: 3.63 nm
Drive reaches kT/e, mass 1.0: 1.99 nm
verified
```
